\section*{Drift of a Circular Monolayer Island Under an Electromigration Force}

\section*{Problem}

A monolayer island lies on a flat crystal surface that carries an electric current. The current exerts a uniform force $\mathbf F=F\hat{\mathbf x}$, $F>0$, on every mobile atom at the island edge. Atoms travel along the edge but do not leave it for the terraces. We ask how a circular island moves, how its motion depends on its radius $R$, and when the answer can be trusted.

Let $\Omega$ be the area per atom, $\gamma$ the edge energy per length, $D_e$ the diffusivity of edge atoms and $c_e$ their number per length. The edge is isotropic: $\gamma$, $D_e$ and $c_e$ do not depend on its orientation. Arc length $s$ runs anticlockwise, $\mathbf t$ is the unit tangent in that direction, $\mathbf n$ is the outward unit normal, and the curvature $\kappa$ is $+1/R$ on a circle. Temperature $T$, $F$ and $c_e$ are held fixed when islands of different $R$ are compared.

\section*{(a) The law of motion of the edge}

\emph{Find the normal velocity $v_n$ of an edge of arbitrary shape.}

\textbf{Solution.} If a short piece of edge advances so as to add area $\delta A$, its length grows by $\kappa\,\delta A$ and its energy by $\gamma\kappa\,\delta A$. One atom adds the area $\Omega$, so the chemical potential, measured from a straight edge, is $\mu=\Omega\gamma\kappa$.

The force driving an edge atom along the tangent is $\mathbf F\cdot\mathbf t-\partial_s\mu$. When the work done in one hop is small compared with $k_BT$, the drift velocity is this force times the mobility $D_e/k_BT$. Multiplying by $c_e$ gives the current, in atoms per time:
\begin{equation}
j=L\left(\mathbf F\cdot\mathbf t-\Omega\gamma\,\partial_s\kappa\right),\qquad L=\frac{D_ec_e}{k_BT}.
\label{eq:j}
\end{equation}

Kinks are assumed to absorb and release atoms fast enough to keep $c_e$ at its equilibrium value. Atoms then do not pile up as mobile edge atoms; any surplus joins the island. The surplus per length and time is $-\partial_sj$, and each atom adds area $\Omega$, so $v_n=-\Omega\,\partial_sj$.

With our orientation $\partial_s\mathbf t=-\kappa\mathbf n$: on a circle the tangent turns towards the centre. Since $\mathbf F$ is uniform, $\partial_s(\mathbf F\cdot\mathbf t)=-\kappa\,\mathbf F\cdot\mathbf n$, and
\begin{equation}
v_n=\Omega L\left(\kappa\,\mathbf F\cdot\mathbf n+\Omega\gamma\,\partial_s^2\kappa\right).
\label{eq:law}
\end{equation}
The force moves an edge only where it is curved. Along a straight edge the current is uniform and nothing accumulates.

\section*{(b) The circle}

\emph{Does a circle keep its shape? Find its velocity. What changes for a pit one layer deep?}

\textbf{Solution.} On a circle $\kappa=1/R$ is constant, so the capillary term of (\ref{eq:law}) vanishes. With $\theta$ the polar angle from $\hat{\mathbf x}$, $\mathbf F\cdot\mathbf n=F\cos\theta$, and
\begin{equation}
v_n=\frac{\Omega LF}{R}\cos\theta .
\end{equation}
A shape translating rigidly with velocity $V\hat{\mathbf x}$ has $v_n=V\hat{\mathbf x}\cdot\mathbf n=V\cos\theta$. The two agree at every $\theta$ if
\begin{equation}
V=\frac{\Omega D_ec_eF}{k_BT\,R}.
\label{eq:V}
\end{equation}
Within this continuum model the circle is therefore a steady solution at any $R$. It moves along the force with speed proportional to $1/R$.

For a pit, let $\mathbf n$ point out of the pit. An atom added to the edge now removes area $\Omega$ from the pit, so $v_n=+\Omega\,\partial_sj$. The capillary current again vanishes on the circle, and $v_n=-(\Omega LF/R)\cos\theta$. Atoms carried downstream fill the downstream side of the pit, so it moves against the force. For the same $c_e$ its speed equals that of the island.

\section*{(c) Counting atoms, and thermal wandering}

\emph{Recover the velocity from the motion of the centroid, and find the island's diffusivity.}

\textbf{Solution.} Let $A$ be the island area and $\mathbf X$ its centroid. Moving one atom by $\mathbf d$ shifts the centroid by $\Omega\mathbf d/A$. In unit time the current on the element $ds$ produces a summed atomic displacement $j\,\mathbf t\,ds$. Hence
\begin{equation}
\frac{d\mathbf X}{dt}=\frac{\Omega}{A}\oint j\,\mathbf t\,ds .
\label{eq:centroid}
\end{equation}
On the circle $t_x=-\sin\theta$ and $j=LFt_x$, so
\begin{equation}
V=\frac{\Omega LF}{\pi R^2}\int_0^{2\pi}\sin^2\theta\,R\,d\theta
=\frac{\Omega LF}{\pi R^2}\,\pi R=\frac{\Omega LF}{R}.
\end{equation}
This explains the exponent. The transporting edge grows as $R$, while the area over which each displacement is shared grows as $R^2$.

The same hops make the island wander without a force. Let an edge atom hop a length $\ell$ at rate $\Gamma$ in each direction, so that $D_e=\Gamma\ell^2$, and let hops be independent. Each hop moves the centroid along $x$ by $\pm\Omega\ell t_x/A$. The diffusivity is half the sum of rate times squared step:
\begin{equation}
D_{\rm isl}=\frac12\oint c_e\,2\Gamma\left(\frac{\Omega\ell t_x}{A}\right)^2ds
=\frac{\Omega^2D_ec_e}{\pi^2R^4}\,\pi R=\frac{\Omega^2D_ec_e}{\pi R^3}.
\end{equation}
With $N=\pi R^2/\Omega$ atoms in the island,
\begin{equation}
\frac{D_{\rm isl}NF}{k_BT}=\frac{\Omega^2D_ec_e}{\pi R^3}\,\frac{\pi R^2}{\Omega}\,\frac{F}{k_BT}=V .
\end{equation}
This is the Einstein relation for a body on which the total force $NF$ acts. A force $F$ on each edge atom is equivalent to $NF$ on the island because carrying the whole island a distance $d$ by edge hops requires a summed atomic displacement $Nd$.

\section*{(d) Stability of the moving circle}

\emph{For which radii does a slightly deformed circle return to a circle?}

\textbf{Solution.} In the frame moving with $V$, write $r=R+\rho(\theta,t)$ and keep first order in $\rho$; primes denote $\partial_\theta$. The polar formula for the curvature gives
\begin{equation}
\kappa=\frac{r^2+2r'^2-rr''}{(r^2+r'^2)^{3/2}}
\simeq\frac1R\left(1+\frac{2\rho-\rho''}{R}\right)\left(1-\frac{3\rho}{R}\right)
\simeq\frac1R-\frac{\rho+\rho''}{R^2}.
\end{equation}
Since $\kappa$ varies only at first order, $\partial_s^2$ may be replaced by $R^{-2}\partial_\theta^2$. The normal velocity in the laboratory is $\partial_t\rho+Vn_x$, so (\ref{eq:law}) becomes
\begin{equation}
\partial_t\rho+Vn_x=\Omega LF\left(\frac1R-\frac{\rho+\rho''}{R^2}\right)n_x-\frac{\Omega^2L\gamma}{R^4}(\rho''+\rho'''').
\end{equation}
Because $V=\Omega LF/R$, the terms $Vn_x$ cancel, including the first-order change of $n_x$. In the remaining force term $n_x$ may be replaced by $\cos\theta$. Measuring time in units of $\tau$,
\begin{equation}
\partial_t\rho=-(\rho''+\rho'''')-\chi\cos\theta\,(\rho+\rho''),\quad
\tau=\frac{R^4}{\Omega^2\gamma L},\quad \chi=\frac{FR^2}{\Omega\gamma}.
\label{eq:lin}
\end{equation}
The number $\chi$ compares the force with capillarity.

Insert $\rho=\sum_na_n\cos n\theta$ and use $2\cos\theta\cos n\theta=\cos(n+1)\theta+\cos(n-1)\theta$. For $n\ge2$,
\begin{equation}
\dot a_n=-n^2(n^2-1)a_n+\frac{\chi}{2}\left\{[(n-1)^2-1]a_{n-1}+[(n+1)^2-1]a_{n+1}\right\}.
\label{eq:modes}
\end{equation}
For $n=2$ the coefficient of $a_1$ is zero, so the harmonics $n\ge2$ form a closed set. Sine harmonics obey the same equations. The harmonics $n=0$ and $1$ describe a change of size and a displacement, not a change of shape.

Now set $g_n=(n^2-1)a_n$, with $g_1=0$:
\begin{equation}
\dot g_n=-(n^2-1)\left[n^2g_n-\frac{\chi}{2}(g_{n-1}+g_{n+1})\right].
\end{equation}
The matrix is $-PS$, with $P$ diagonal and positive and $S$ symmetric. It is similar to the symmetric matrix $-P^{1/2}SP^{1/2}$, so the growth rates are real, and all are negative if and only if $S$ is positive definite. Taking a factor $n$ out of each row and column of $S$ leaves $1-(\chi/2)M$, where $M$ is zero except for the entries $1/[n(n+1)]$ between neighbours $n$ and $n+1$. The circle is therefore stable for
\begin{equation}
\chi<\chi_c=\frac{2}{\lambda_{\max}(M)},\qquad R_c=\sqrt{\frac{\chi_c\,\Omega\gamma}{F}}.
\end{equation}
With $n=2,3$ alone, $\lambda_{\max}=1/6$ and $\chi_c=12$. Adding $n=4$ gives $\lambda_{\max}^2=1/36+1/144=5/144$ and $\chi_c=24/\sqrt5\simeq10.73$. Keeping $n$ up to 40 gives $\chi_c=10.65$, hence $R_c=3.26\sqrt{\Omega\gamma/F}$. Above $R_c$ the circle still solves the equations, but small deformations grow.

The threshold was tested on the nonlinear law (\ref{eq:law}), linearized numerically with harmonics 2 to 8. The largest growth rate was $-0.50/\tau$ at $0.98\chi_c$ and $+0.51/\tau$ at $1.02\chi_c$. The nonlinear law was also integrated in units $\Omega L=\Omega\gamma=1$ with $F=3$, from circles deformed by 10\% in $\cos2\theta$ and 5\% in $\sin3\theta$. The islands became circles of radius 0.8025 and 1.605, for which $\chi=1.9$ and $7.7$. Their speeds were 3.738 and 1.869, so $VR=3.000$ in both cases, as (\ref{eq:V}) requires.

\section*{(e) Numbers for a metal surface}

\emph{Evaluate the drift for $R=10$, $20$ and $40$ nm, using rough values for a close-packed metal film under accelerated electromigration stress: $T=400$ K, current density $10^7\ \mathrm{A/cm^2}$, resistivity $3\times10^{-6}\ \Omega\,$cm, effective charge number $-20$, atomic spacing $a=0.25$ nm, $\Omega=a^2$ for simplicity (a close-packed layer has $0.87\,a^2$), $\gamma=0.8$ eV/nm, attempt rate $\nu=10^{12}\ \mathrm{s^{-1}}$, and $E=0.65$ eV for forming an edge atom and moving it.}

\textbf{Solution.} The field is $3\times10^{-6}\times10^7=30$ V/cm. One V/cm is $10^{-7}$ V/nm, so $F=20\times30\times10^{-7}=6.0\times10^{-5}$ eV/nm. The negative effective charge means that $\mathbf F$ points along the electron flow, towards the anode. With $k_BT=0.03447$ eV, $Fa/k_BT=4.4\times10^{-4}$, so linear response is justified.

The hop rate and the edge-atom density each carry a Boltzmann factor, and their energies add to $E$:
\begin{equation}
D_ec_e=\nu a\,e^{-E/k_BT}=1.62\times10^3\ \mathrm{nm/s}.
\end{equation}
For $R=20$ nm,
\begin{equation}
V=\frac{0.0625\times1615.5\times6.0\times10^{-5}}{0.03447\times20}\ \mathrm{nm/s}=0.0088\ \mathrm{nm/s},
\end{equation}
or about 32 nm/h. At 10 and 40 nm the speeds are 0.0176 and 0.0044 nm/s. A direct sum over biased hops between atomic sites around the 20 nm island also gives 0.0088 nm/s.

Here $\chi=6.0\times10^{-5}\times20^2/(0.0625\times0.8)=0.48$, well below $\chi_c$, and $R_c=94$ nm. All three islands are in the stable range of the isotropic model; part (f) shows how far a real edge departs from isotropy. At 20 nm, $\tau=1.1\times10^3$ s, and without a force an elliptical deformation ($n=2$) decays in $\tau/12=91$ s. The island needs $R/V=2.3\times10^3$ s to drift by one radius, so it rounds off long before it has gone that far. In that time it wanders along the force by
\begin{equation}
\sqrt{2D_{\rm isl}R/V}=\sqrt{2\times2.51\times10^{-4}\times2276}\ \mathrm{nm}=1.1\ \mathrm{nm},
\end{equation}
so the drift stands out clearly from thermal motion.

\section*{(f) Where the inverse-radius law fails}

\emph{Estimate the effects of curvature on $c_e$, of terrace diffusion and of a sixfold edge mobility. How do the parameters compare with real films?}

\textbf{Solution.} \emph{Curvature.} For dilute edge atoms in equilibrium with the edge, $c_e\propto e^{\mu/k_BT}=e^{\ell_c/R}$ on a circle, with $\ell_c=\Omega\gamma/k_BT=1.45$ nm. This density is uniform around the circle, which remains a steady solution, but
\begin{equation}
V\propto\frac{e^{\ell_c/R}}{R},\qquad \frac{d\ln V}{d\ln R}=-1-\frac{\ell_c}{R}.
\end{equation}
At 20 nm the speed is 7.5\% above the value in (e), and the local exponent is $-1.07$. For a pit the exponential becomes $e^{-\ell_c/R}$, so a pit is slower than an island of the same radius. The inverse-radius law thus requires $R\gg\ell_c$. The continuum edge of (a) also needs many kinks around the island. In a nearest-neighbour model of a close-packed layer, $\gamma=0.8$ eV/nm at 400 K corresponds to a kink energy near 0.10 eV and a kink spacing near 2.4 nm on close-packed edges, so $R=10$ nm is only a few kink spacings and the law is less secure there.

\emph{Terraces.} Suppose the edge also exchanges atoms rapidly with the outer terrace, but not with the island's top, and keeps the adatom density there at $c_{\rm eq}$. A uniform density then solves the drift-diffusion equation, with flux $Dc_{\rm eq}\mathbf F/k_BT$, where $D$ is the adatom diffusivity and the force is taken to be the same as at the edge. This flux feeds the upstream side and drains the downstream side, so $v_n=-\Omega Dc_{\rm eq}F\cos\theta/k_BT$. Adding it to the edge contribution,
\begin{equation}
V_{\rm tot}=\frac{\Omega F}{k_BT}\left(\frac{D_ec_e}{R}-Dc_{\rm eq}\right).
\end{equation}
The terrace part does not depend on $R$. With a terrace activation energy of 0.90 eV, $Dc_{\rm eq}=4.6\ \mathrm{s^{-1}}$. The drift at 20 nm is then reduced by 5.7\%, and the two parts would cancel at $R=D_ec_e/(Dc_{\rm eq})\simeq350$ nm. Exchange with the terrace also helps to smooth the edge, but with these values it raises $R_c$ only from 94 to about 99 nm. The crossover radius is far above that, so a circular island would not keep its shape there. If the top of the island exchanges atoms equally fast, its flux feeds the downstream side and the two terrace contributions cancel.

\emph{Sixfold mobility.} Replace $L$ by $L(1+\varepsilon\cos6\theta)$ and keep $\gamma$ isotropic. In (\ref{eq:centroid}) the extra term is proportional to $\int\sin^2\theta\cos6\theta\,d\theta=0$, so the initial centroid speed of a circle is unchanged. The shape does change, and this in turn alters the speed. Since $\cos6\theta\sin\theta=\frac12(\sin7\theta-\sin5\theta)$, the extra normal velocity is
\begin{equation}
\frac{\Omega LF\varepsilon}{R}\,\partial_\theta(\cos6\theta\sin\theta)=\frac{V\varepsilon}{2}(7\cos7\theta-5\cos5\theta).
\end{equation}
In units of $\tau$, $V$ becomes $\chi R$. To first order in $\varepsilon$ and $\chi$, this is balanced by the capillary decay $n^2(n^2-1)a_n$:
\begin{equation}
\frac{a_7}{R}=\frac{\chi\varepsilon}{2\cdot7\cdot48},\qquad \frac{a_5}{R}=-\frac{\chi\varepsilon}{2\cdot5\cdot24}.
\end{equation}
For $\varepsilon=0.5$ and $R=20$ nm these first-order estimates are $3.6\times10^{-4}$ and $-1.0\times10^{-3}$; the steady solution of the nonlinear law gives $3.8\times10^{-4}$ and $-1.07\times10^{-3}$. The larger amplitude is about 0.02 nm, less than an atomic spacing and less than the thermal fluctuation of that harmonic, about 0.1 nm, so it has meaning only as an average.

Small as it is, the distortion drives a capillary current comparable with that of the force. For small $\chi$, steady translation requires $j=-(VR/\Omega)\sin\theta$. Divide this by $L(1+\varepsilon\cos6\theta)$ to obtain the driving force, multiply by $-\sin\theta$ and integrate over $\theta$. The capillary term drops out, because the curvature of a closed, nearly circular edge has no first harmonic to first order, and
\begin{equation}
\pi F=\frac{VR}{\Omega L}\int_0^{2\pi}\frac{\sin^2\theta\,d\theta}{1+\varepsilon\cos6\theta}=\frac{VR}{\Omega L}\,\frac{\pi}{\sqrt{1-\varepsilon^2}},\qquad V=\sqrt{1-\varepsilon^2}\,\frac{\Omega LF}{R}.
\end{equation}
The steady speed is thus 13\% lower for $\varepsilon=0.5$, while the inverse-radius law survives at small $\chi$: the steady solution of the nonlinear law has $VR/(\Omega LF)=0.866$, $0.866$ and $0.869$ at $R=10$, $20$ and $40$ nm, and $0.886$ at $\chi=4$. The threshold $\chi_c$ of (d) was derived for isotropic mobility and cannot be carried over to this case. A sixfold variation of $\gamma$ is a separate matter: the island is then not circular even without a force, and $\gamma$ in $\mu$ is replaced by the stiffness $\gamma+d^2\gamma/d\phi^2$, with $\phi$ the edge orientation. This is not a small effect for the values in (e). In the nearest-neighbour model $\gamma$ varies by only 4\% at 400 K, but the stiffness runs from about 0.47 to 1.8 eV/nm, so $R_c=94$ nm and the decay time of 91 s give only the scale for a real close-packed island.

\emph{Real films.} The current density chosen is high; interconnects in service carry roughly $10^6\ \mathrm{A/cm^2}$ or less. At $10^6\ \mathrm{A/cm^2}$, with all else fixed, $V$ falls tenfold and $R_c$ rises by $\sqrt{10}$ to about 300 nm. The speed is very sensitive to the activation energy: a change of 0.1 eV alters $V$ by $e^{0.1/0.03447}\simeq18$. Current heating matters for the same reason. A rise from 400 to 410 K, at fixed $F$, multiplies $V$ by about 1.5. The model also needs a clean free surface, so it does not describe the covered surface of a passivated interconnect. The effective charge of an edge atom is poorly known, and the current may be distorted near the step; to the extent that this distortion varies around the edge, the force is not uniform and the solution in (b) no longer applies as it stands.

\section*{Computed results}
\begin{verbatim}
SCALED SIMULATION (dimensionless)
force: 3.0
radius 0.80250: drift speed 3.73834, product 3.00000
radius 1.60499: drift speed 1.86917, product 3.00000
fitted exponent of speed against radius: -1.00000
critical chi: 10.6493; its square root: 3.2633
growth rate at 0.98 critical chi: -0.4995 per tau
growth rate at 1.02 critical chi: 0.5115 per tau
EXAMPLE INPUTS (rough values)
temperature: 400 K; kT: 0.03447 eV
atomic spacing: 0.25 nm; area per atom: 0.0625 nm^2
line tension: 0.80 eV/nm
attempt rate: 1.0e+12 1/s
edge transport activation energy: 0.65 eV
terrace transport activation energy: 0.90 eV
resistivity: 3.0e-06 ohm cm
current density: 1.0e+07 A/cm^2
effective charge number: -20
EXAMPLE RESULTS
electric field: 30.0 V/cm
force per edge atom: 6.000e-05 eV/nm
force times spacing over kT: 4.352e-04
edge transport De*ce: 1615.5 nm/s
drift speed at R = 10 nm: 0.01758 nm/s
drift speed at R = 20 nm: 0.00879 nm/s
drift speed at R = 40 nm: 0.00439 nm/s
speed at R = 20 nm, converted: 31.64 nm/h
speed from atomic hop sum: 0.00879 nm/s
atoms in island, R = 20 nm: 20106
chi at this radius: 0.480
critical radius for stability: 94.2 nm
shape time tau: 1092 s; zero-force n=2 decay: 91.0 s
time to drift one radius: 2276 s
island diffusivity: 2.511e-04 nm^2/s
rms thermal wandering along force in that time: 1.07 nm
NEGLECTED EFFECTS AT THIS RADIUS
capillary length Omega*gamma/kT: 1.451 nm
curvature increase of speed: 7.52 %
local exponent with curvature effect: -1.0725
terrace transport D*ceq: 4.576 1/s
one-sided terrace drift: -4.978e-04 nm/s
its size relative to edge drift: 5.67 %
radius where both are equal: 353 nm
sixfold mobility modulation: 0.50
fivefold distortion amplitude / R: -1.00e-03
sevenfold distortion amplitude / R: 3.57e-04
\end{verbatim}
